# Mean free path at 1 Torr and flow in a micrometre trench

**Question**

I am working on a problem about low-pressure chemical vapour deposition. The gas has a collision cross-section of $0.4\ \mathrm{nm^2}$, a temperature of 900 K and a pressure of 1 Torr. I have to show that the mean free path is about 0.16 mm, and then classify the flow in a trench one micrometre wide.

I reasoned that a molecule sweeps out a cylinder of cross-section $\sigma$ and hits something once the cylinder contains one other molecule. That gives $\lambda = 1/(n\sigma)$, which comes to 0.23 mm. Where does the difference come from?

I am also unsure about the second part. The gas in the reactor is treated as an ordinary viscous fluid with a boundary layer over the wafer. How can the same gas, at the same pressure, be in a different flow regime inside the trench? And if the trench is 10 µm deep, should I compare the mean free path with the width or with the depth?

**Answer**

Your cylinder is the right idea, but it treats the other molecules as if they stood still. Their motion raises the collision rate by a factor $\sqrt2$, and that accounts for the whole difference. The flow regime depends on a ratio of two lengths, so one gas can be in different regimes in different parts of the same reactor.

**Counting the collisions**

Take identical hard spheres of diameter $d$. Two of them touch when their centres are a distance $d$ apart, so the target area for the centres is

$$\sigma=\pi d^2 .$$

With $\sigma=0.4\ \mathrm{nm^2}$ this means $d=\sqrt{\sigma/\pi}=0.357$ nm.

Pick one molecule and one group of possible partners, all moving with the same velocity relative to it. Let $g$ be the magnitude of that relative velocity. Seen from the partners, the chosen molecule sweeps out a volume $\sigma g\,t$ in a time $t$. If the partners have number density $n'$ and are placed at random, the expected number of encounters is $n'\sigma g\,t$. Summing over all groups, and averaging over the velocity of the chosen molecule, gives the collision rate per molecule,

$$\nu=n\sigma\langle g\rangle ,$$

where $n$ is the total number density. The speed that enters is the mean relative speed $\langle g\rangle$, not the mean speed $\bar v$ measured in the laboratory.

In a long time $t$ a molecule travels a path $\bar v t$ on average and has $\nu t$ collisions. The mean free path is the path per collision:

$$\lambda=\frac{\bar v t}{\nu t}=\frac{\bar v}{n\sigma\langle g\rangle}.$$

Your formula follows if $\langle g\rangle$ is replaced by $\bar v$, which would be correct for stationary targets.

**Where the factor $\sqrt2$ comes from**

In thermal equilibrium each Cartesian component of a molecular velocity has a Gaussian distribution with mean zero and variance $kT/m$. The relative velocity is $\mathbf g=\mathbf v_1-\mathbf v_2$. For independent quantities the variances add, even when the quantities are subtracted, so for each component

$$\mathrm{var}(g_x)=\frac{kT}{m}+\frac{kT}{m}=\frac{2kT}{m}.$$

The difference of two independent Gaussian variables is again Gaussian. The vector $\mathbf g$ therefore has the same form of distribution as $\mathbf v$, with every velocity stretched by $\sqrt2$. The mean magnitude is stretched by the same factor:

$$\langle g\rangle=\sqrt2\,\bar v .$$

Integrating numerically over two Maxwell speed distributions and the angle between the velocities gives a ratio of 1.4142, in agreement.

Inserting this in the expression for $\lambda$, the mean speed cancels:

$$\lambda=\frac{\bar v}{n\sigma\sqrt2\,\bar v}=\frac{1}{\sqrt2\,n\sigma}.$$

The ideal-gas law $p=nkT$ gives $n=p/(kT)$, and hence

$$\boxed{\lambda=\frac{kT}{\sqrt2\,\sigma p}}$$

The molecular mass has dropped out. Heavier molecules at the same temperature move more slowly, but the path per unit time and the collision rate fall by the same factor.

The formula can also be tested by counting. Place 1500 spheres of diameter 0.1 at random in a periodic box of unit side, give them Maxwellian velocities, and let them move in straight lines for a short time. Dividing the total path by the number of encounters, with each encounter counted once for each partner, gave 0.01503 box lengths over twelve such samples, with a statistical error of about 0.0001. The formula, with $n=1499$ because a sphere cannot meet itself, gives 0.01502. This tests the swept volume and the factor $\sqrt2$ together. It does not test the assumption that positions are uncorrelated, because the spheres were placed at random and were not deflected. At this density they overlap freely, and pairs that overlap at the start were not counted, so the box serves as a counting device and does not model a dilute gas.

**Putting in the numbers**

One Torr is 133.322 Pa, and at 900 K the thermal energy is $kT=1.2426\times10^{-20}$ J. Therefore

$$\lambda=\frac{1.2426\times10^{-20}\ \mathrm{J}}{1.4142\times(0.4\times10^{-18}\ \mathrm{m^2})\times133.322\ \mathrm{Pa}} .$$

The denominator is $7.542\times10^{-17}$ N, since a pressure times an area is a force. A joule divided by a newton is a metre, so

$$\lambda=1.648\times10^{-4}\ \mathrm{m}\approx0.16\ \mathrm{mm}.$$

Without the $\sqrt2$ you get 0.233 mm, which is your value.

The assumption of random positions requires a dilute gas. Here $n=p/(kT)=1.073\times10^{22}\ \mathrm{m^{-3}}$, and

$$nd^3=4.9\times10^{-7}.$$

The typical spacing $n^{-1/3}$ is therefore more than a hundred molecular diameters, and the excluded volume of the molecules is negligible.

**Classifying the flow**

The quantity to compare is the Knudsen number, the mean free path divided by the length that confines the gas. For a long trench that is at least as deep as it is wide, use the width $w$:

$$\mathrm{Kn}=\frac{\lambda}{w}.$$

A customary division is continuum flow for $\mathrm{Kn}<0.01$, slip flow from 0.01 to 0.1, transition flow from 0.1 to 10, and free-molecular flow above 10. These limits are conventions; nothing changes abruptly when one of them is crossed.

For $w=1$ µm,

$$\mathrm{Kn}=\frac{164.8\ \text{µm}}{1.0\ \text{µm}}\approx165 .$$

The flow in the trench is free-molecular. A molecule has on average only $1/165$, or about 0.006, gas collisions per micrometre of path, so it usually crosses from one wall to the other undisturbed. A viscous-flow equation is unsuitable here, because viscosity describes momentum passed between neighbouring layers of gas by molecular collisions. The appropriate picture is a series of straight flights between walls.

The conclusion does not depend on a precise cross-section. Since $\lambda\propto1/\sigma$, the cross-section would have to be about 16 times larger, at the same temperature and pressure, to bring Kn down to 10.

**Why the depth does not spoil the argument**

Your worry about the depth is reasonable, because a molecule may bounce many times before it leaves. We can count what happens during a visit. Suppose that the walls do not consume molecules, that they re-emit them diffusely, and that the trench is in equilibrium with the gas above it. The density inside is then also $n$.

First we need the rate at which molecules strike a surface. Molecules with speed $v$, moving at an angle $\theta$ to the surface normal, approach the surface with velocity component $v\cos\theta$. All directions are equally likely, so the flux is

$$\Phi=n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta
=n\bar v\,\frac{2\pi}{4\pi}\,\frac12=\frac{n\bar v}{4}.$$

The angle stops at $\pi/2$ because molecules moving away do not strike the surface.

Now take a length $L$ of a trench with width $w$ and depth $D$. Its volume is $wDL$ and its opening has area $wL$. The molecules inside cover a total path of $nwDL\,\bar v$ per unit time, while $\Phi wL$ molecules enter per unit time. The mean path per visit is the quotient:

$$\ell=\frac{nwDL\,\bar v}{(n\bar v/4)\,wL}=4D .$$

The two side walls and the floor have total area $(2D+w)L$. They receive the same flux $\Phi$ as the opening, so the mean number of wall hits per visit is

$$N_{\rm wall}=\frac{\Phi(2D+w)L}{\Phi wL}=\frac{2D+w}{w}.$$

A molecule has $\bar v/\lambda$ gas collisions per unit time on average. Multiplying by the number of molecules inside and dividing by the number entering per unit time gives the gas collisions per visit:

$$N_{\rm gas}=\frac{nwDL\,(\bar v/\lambda)}{(n\bar v/4)\,wL}=\frac{4D}{\lambda}.$$

For $D=10$ µm and $w=1$ µm these become

$$\ell=40\ \text{µm},\qquad N_{\rm wall}=\frac{20+1}{1}=21,\qquad N_{\rm gas}=\frac{40}{164.8}=0.243 .$$

Following 200,000 molecules from wall to wall, with cosine-law re-emission and no gas collisions, gave a mean path of 40.00 µm and 21.00 wall hits per visit. The statistical errors are about 0.15 µm and 0.1 hits, and both values agree with the formulas within them.

The value 0.243 is a mean number of collisions, not the probability of having one. The probability of at least one collision cannot exceed that mean, so at most about a quarter of the visits contain a gas collision. That is not negligible for a whole visit, but those visits also contain many wall hits. The relevant comparison is

$$\frac{N_{\rm gas}}{N_{\rm wall}}=\frac{4D}{\lambda}\,\frac{w}{2D+w}
=\frac{2w}{\lambda}\,\frac{2D}{2D+w}.$$

Here it equals $0.243/21=0.0116$, or one gas collision for about 86 wall hits.

The last form of the ratio answers your question about width and depth. The factor $2D/(2D+w)$ is less than one, so the ratio stays below $2w/\lambda=2/\mathrm{Kn}$ however deep the trench is. For $D\gg w$ it approaches that value, and the depth drops out of this ratio. In the opposite limit, $D\ll w$, it becomes $4D/\lambda$: the trench is then a shallow recess, and its depth is the confining length.

A much deeper trench can therefore have $N_{\rm gas}>1$ and still be dominated by its walls. With these parameters $N_{\rm gas}$ reaches one at $D=\lambda/4\approx41$ µm, but wall hits still outnumber gas collisions by more than 80 to one. This count does not mean that gas collisions have no effect on transport down a deep trench. Rare, long flights nearly parallel to the side walls carry a sizeable share of that transport, and gas collisions cut them off at about $\lambda$. In a simple model with isotropic gas scattering, the fraction of entering molecules that reach the floor falls by about 2% at $D=10$ µm, and by roughly a tenth when $D$ is as large as $\lambda$. The width sets the regime, but a purely collisionless calculation is accurate only while $D$ is also well below $\lambda$.

**The same gas in the reactor**

Now replace the trench by a reactor gap of 5 cm, with temperature and pressure unchanged:

$$\mathrm{Kn}=\frac{0.1648\ \mathrm{mm}}{50\ \mathrm{mm}}=0.0033 .$$

This lies in the continuum range. A molecule collides many times with other molecules while crossing the gap, so viscosity and ordinary gas diffusion are useful descriptions there. A small Knudsen number does not by itself imply a thin boundary layer over the wafer. At 1 Torr and 900 K, with a gas speed near 1 m/s, the Reynolds number of this gap is about one or less for gases such as hydrogen, nitrogen and silane, so viscous effects extend across the whole gap.

The continuum picture must be abandoned near the trench. A layer of gas one mean free path thick is already 165 times thicker than the trench is wide, so a viscous boundary layer cannot follow the trench profile. A practical calculation uses continuum transport to find the gas composition above the wafer, and molecular flights to find how the molecules are distributed inside the trench.

**Changing the pressure, width or temperature**

At fixed temperature and cross-section, $\lambda$ is inversely proportional to pressure. At 760 Torr it is

$$\lambda=\frac{164.8\ \text{µm}}{760}=0.217\ \text{µm},$$

so the same trench has $\mathrm{Kn}=0.217$. This is transition flow: gas collisions and wall collisions both matter, and neither simple limit is reliable. For the 1 µm trench, Kn falls to 10 at about 16 Torr. At 1 Torr, a trench 16.5 µm wide has the same Kn, provided that it is at least as deep as it is wide.

The effect of temperature depends on what is held fixed. At constant pressure, heating lowers the density and $\lambda$ grows in proportion to $T$. In a sealed volume $n$ is constant, and $\lambda=1/(\sqrt2\,n\sigma)$ does not change within the hard-sphere model. Real molecules also attract one another, so their effective cross-section varies somewhat with temperature.

**What changes in a real deposition process**

A pressure near 1 Torr and a temperature near 900 K are reasonable for low-pressure deposition of silicon films, and $0.4\ \mathrm{nm^2}$ is a sensible size for a small molecule. Real process gases are often mixtures, however. For a dilute precursor of mass $m_A$ in a carrier of mass $m_B$, the variance of each relative velocity component is $kT/m_A+kT/m_B$. Dividing by the precursor's own variance $kT/m_A$ and taking the square root gives $\langle g\rangle/\bar v_A=\sqrt{1+m_A/m_B}$, which replaces $\sqrt2$. Silane in hydrogen has a mass ratio of about 16, so the factor is $\sqrt{17}\approx4.1$. If the unlike-pair cross-section is kept at $0.4\ \mathrm{nm^2}$, the precursor's mean free path drops to about 0.06 mm and Kn to about 57, which is still free-molecular.

Deposition also breaks the assumption that the walls consume nothing. Sticking cuts some visits short, so in the free-flight picture the mean path per visit, averaged over all molecules that enter, is shorter than $4D$, and the mean number of gas collisions per visit is smaller than the estimate above. Sticking can make the precursor density fall towards the bottom of the trench, and so affect the film thickness there. It does not turn the flow into a viscous one. The numerical output below lists the values for the single-gas example.

## Calculated quantities

```
cross-section: 0.4 nm^2
temperature: 900 K
pressure: 133.322 Pa (1 Torr)
thermal energy kT: 1.2426e-20 J
number density n: 1.0729e+22 m^-3
molecular diameter d: 0.357 nm
diluteness n d^3: 4.87e-07
relative/mean speed, quadrature: 1.4142
square root of 2: 1.4142
counted free path, box units: 0.01503
formula free path, box units: 0.01502
mean free path: 0.1648 mm
mean free path: 164.8 micrometre
value if sqrt(2) is left out: 0.2330 mm
trench width: 1.0 micrometre
trench depth: 10.0 micrometre
Knudsen number of trench: 164.8
regime in trench: free-molecular
width at which Kn = 10: 16.5 micrometre
path per visit, traced: 40.00 micrometre
path per visit, formula: 40.00 micrometre
wall hits per visit, traced: 21.00
wall hits per visit, formula: 21.00
gas collisions per visit, formula: 0.243
gas collisions per wall hit, formula: 0.0116
gas collisions per wall hit, traced: 0.0116
wall hits per gas collision, formula: 86
reactor gap: 5.0 cm
Knudsen number of reactor gap: 0.00330
regime in reactor gap: continuum
mean free path at 760 Torr: 0.217 micrometre
Knudsen number of trench at 760 Torr: 0.217
regime in trench at 760 Torr: transition
```
